# Self-consistent puddle density and minimum conductivity of graphene on silica

In doped graphene, scattering by charged impurities gives a conductivity proportional to the carrier density $n$. Carried down to the neutrality point, this law predicts an insulator, whereas real sheets on silica go on conducting there. The uniform density used in the law is what fails: charges in the substrate shift the local band energy up and down, so that a neutral sheet breaks into electron and hole puddles. To estimate the conductivity one needs the typical puddle density. It depends on the potential, which is screened by the very carriers it induces, so density and potential must be found together. The self-consistent theory derived here does this with linear screening and two closure assumptions, the latter marked as such below.

Let the bands be $E=\pm\hbar vk$, with four spin and valley flavours. Uncorrelated unit charges of areal density $n_{\rm imp}$ lie at a distance $d$ from the sheet. With $\kappa$ the mean dielectric constant of the two surrounding media, define

$$\beta=\frac{e^2}{4\pi\varepsilon_0\kappa},\qquad r_s=\frac{\beta}{\hbar v},\qquad b=2r_s .$$

The bare potential energy of one charge has Fourier transform $2\pi\beta e^{-qd}/q$, up to a sign that drops out of the variance. Linear screening turns it into

$$u(q)=\frac{2\pi\beta e^{-qd}}{q\,\epsilon(q)},\qquad \epsilon(q)=1+\frac{2\pi\beta}{q}\Pi(q),$$

where $\Pi>0$ is the static polarizability at zero temperature. Write $k'=|\mathbf k+\mathbf q|$ and let $\theta$ be the angle between $\mathbf k$ and $\mathbf k+\mathbf q$. The spinor overlap of bands $s,s'=\pm1$ is $(1+ss'\cos\theta)/2$, so

$$\Pi=4\sum_{ss'}\int\!\frac{d^2k}{(2\pi)^2}\,\frac{1+ss'\cos\theta}{2}\,\frac{f_{s\mathbf k}-f_{s'\mathbf k+\mathbf q}}{E_{s'k'}-E_{sk}} .$$

At neutrality the lower band is full, and the two interband terms are equal:

$$\Pi_0=\frac{4}{\hbar v}\int\!\frac{d^2k}{(2\pi)^2}\frac{1-\cos\theta}{k+k'} .$$

Use elliptic coordinates $k+k'=q\cosh\mu$, $k-k'=q\cos\nu$, for which $d^2k=kk'\,d\mu\,d\nu$. The cosine rule gives $1-\cos\theta=[q^2-(k-k')^2]/(2kk')=q^2\sin^2\nu/(2kk')$. The factors $kk'$ cancel, and

$$\Pi_0=\frac{q}{2\pi^2\hbar v}\int_0^\infty\!\frac{d\mu}{\cosh\mu}\int_0^{2\pi}\!\sin^2\nu\,d\nu=\frac{q}{2\pi^2\hbar v}\,\frac{\pi}{2}\,\pi=\frac{q}{4\hbar v}.$$

Now fill the upper band to $k_F=\sqrt{\pi n}$. Because $\Pi$ is linear in the occupations, and each added state appears once as $f_{s\mathbf k}$ and once as $f_{s'\mathbf k+\mathbf q}$, the change is twice the sum over filled states. Summing over the final band gives

$$\frac{1+\cos\theta}{2(k'-k)}-\frac{1-\cos\theta}{2(k'+k)}=\frac{k+k'\cos\theta}{k'^2-k^2}=\frac{2k+q\cos\varphi}{q(q+2k\cos\varphi)},$$

where $\varphi$ is the angle between $\mathbf k$ and $\mathbf q$, and $k'\cos\theta=k+q\cos\varphi$. Division yields

$$\frac{2k+q\cos\varphi}{q(q+2k\cos\varphi)}=\frac1{2k}+\frac{4k^2-q^2}{2kq}\,\frac1{q+2k\cos\varphi}.$$

With $t=\tan(\varphi/2)$, the principal-value integral of the last fraction over a full turn is $\int_{-\infty}^{\infty}2\,dt/[(q+2k)+(q-2k)t^2]$. It equals $2\pi/\sqrt{q^2-4k^2}$ for $q>2k$. For $q<2k$ it vanishes, since the principal value of $\int dt/(1-t^2)$ over the whole line is zero. Therefore

$$\delta\Pi=\frac{2}{\pi\hbar v}\left[k_F-\int_0^{\min(k_F,q/2)}\!\sqrt{1-4k^2/q^2}\;dk\right].$$

For $q<2k_F$ the integral is $\pi q/8$, so $\delta\Pi=2k_F/(\pi\hbar v)-q/(4\hbar v)$. Its second term cancels $\Pi_0$, leaving the density of states $D=2k_F/(\pi\hbar v)$. For $x=q/2k_F>1$ the same integral gives

$$\frac{\Pi}{D}=1+\frac{\pi x}{4}-\frac12\sqrt{1-\frac1{x^2}}-\frac x2\arcsin\frac1x ,$$

which tends to $\pi x/4$, the interband result, at large $x$. Direct band sums at $q/k_F=2.4$ and $4$ give $\Pi/D=1.075$ and $1.614$, in agreement with this formula.

The analytic theory keeps the result below $2k_F$ and replaces that above it by its interband limit:

$$\epsilon=1+\frac{4r_sk_F}{q}\ \ (q<2k_F),\qquad \epsilon=1+\frac{\pi r_s}{2}\ \ (q>2k_F).$$

Long waves are screened as in a metal, with wave number $q_{TF}=2\pi\beta D=4r_sk_F$; short waves are reduced by a constant factor, as in a dielectric.

The total potential is a sum of single-charge potentials at random positions. Its mean is removed by the gate, or is zero if both signs of charge are equally present. Cross terms between different charges then contribute nothing to the variance, and

$$\langle V^2\rangle=n_{\rm imp}\int\!\frac{d^2q}{(2\pi)^2}|u(q)|^2 .$$

Insert the two forms of $\epsilon$ and put $q=2k_Fx$, so that $q_{TF}=2k_Fb$ and $2qd=ax$ with $a=4k_Fd$. The prefactor is $(2\pi\beta)^2/(2\pi)=2\pi\beta^2$, hence

$$\langle V^2\rangle=2\pi\beta^2n_{\rm imp}C_0,\qquad C_0=\int_0^1\!\frac{x\,e^{-ax}}{(x+b)^2}dx+\frac{E_1(a)}{(1+\pi r_s/2)^2},$$

where $E_1(a)=\int_1^\infty e^{-ax}dx/x$. To do the first integral, write $x=(x+b)-b$ and define

$$I=\int_0^1\frac{e^{-ax}}{x+b}dx=e^{ab}\,[E_1(ab)-E_1(a+ab)] .$$

Partial integration gives

$$\int_0^1\frac{e^{-ax}}{(x+b)^2}dx=\frac1b-\frac{e^{-a}}{1+b}-aI .$$

Subtracting $b$ times this from $I$ completes the variance:

$$C_0=-1+\frac{4E_1(a)}{(2+\pi r_s)^2}+\frac{b\,e^{-a}}{1+b}+(1+ab)\,e^{ab}[E_1(ab)-E_1(a+ab)] .$$

The first closure sets the squared Fermi energy at the puddle density $n^*$ equal to this variance, with the screening evaluated at $n^*$ too. Since $E_F^2=(\hbar v)^2\pi n^*$,

$$\boxed{\,n^*=2r_s^2\,C_0(r_s,a)\,n_{\rm imp},\qquad a=4d\sqrt{\pi n^*}\,}$$

The left side rises with $n^*$. On the right, both integrals in $C_0$ fall as $a$ grows. At small $n^*$ the right side is the larger, because $E_1$ diverges, so there is one root. If the density followed the potential point by point, $|n(\mathbf r)|=V^2/(\pi\hbar^2v^2)$, then $n^*$ would be the area average of $|n|$, whatever the distribution of $V$.

The second closure takes the minimum conductivity to be that of a uniform sheet of density $n^*$. For this one needs the transport scattering rate. In the Born approximation, with overlap $(1+\cos\theta)/2$ and weight $1-\cos\theta$ for lost momentum,

$$\frac1\tau=\frac{2\pi}{\hbar}n_{\rm imp}\frac{k_F}{4\pi^2\hbar v}\int_0^{2\pi}\!d\theta\,|u(q)|^2\,\frac{\sin^2\theta}{2},\qquad q=2k_F\sin\frac\theta2 .$$

All these $q$ lie below $2k_F$. With $s=\sin(\theta/2)$, $|u|^2=\pi^2\beta^2e^{-as}/[k_F^2(s+b)^2]$. Further, $\sin^2\theta/2=2s^2(1-s^2)$ and $d\theta=2\,ds/\sqrt{1-s^2}$, and the two halves of the circle contribute equally. The angular integral thus becomes $8\pi^2\beta^2/k_F^2$ times

$$K(b,a)=\int_0^1\frac{s^2\sqrt{1-s^2}\,e^{-as}}{(s+b)^2}\,ds ,$$

and with $\beta=r_s\hbar v$ the rate is $1/\tau=4\pi r_s^2n_{\rm imp}vK/k_F=\pi b^2n_{\rm imp}vK/k_F$. The Einstein relation $\sigma=e^2Dv^2\tau/2=(2e^2/h)\,vk_F\tau$ then gives

$$\sigma(n)=\frac{2e^2}{h}\,\frac{1}{b^2K}\,\frac{n}{n_{\rm imp}} .$$

If the charges are taken to lie in the plane for transport, $a=0$ and $K$ does not depend on density. The law is then linear in $n$. This limit has a closed form. Let $A(b)=\int_0^1\sqrt{1-s^2}\,ds/(s+b)$. Since $s^2/(s+b)^2=1-2b/(s+b)+b^2/(s+b)^2$, and the last term produces $-b^2A'$,

$$K(b)\equiv K(b,0)=\frac\pi4-2bA-b^2A'=\frac\pi4-\frac{d}{db}(b^2A).$$

Writing $1-s^2=(b-s)(s+b)+1-b^2$ gives $A=\pi b/2-1+(1-b^2)B$, where

$$B=\int_0^1\!\frac{ds}{(s+b)\sqrt{1-s^2}}=\int_0^{\pi/2}\!\frac{d\phi}{b+\cos\phi}=\frac{\arccos(1/b)}{\sqrt{b^2-1}}\quad(b>1).$$

Here $s=\cos\phi$. The substitution $t=\tan(\phi/2)$ gives $2\arctan\sqrt{(b-1)/(b+1)}$ over the root, and the half-angle formula turns this into the arccosine. For $b<1$ the continuation is $\operatorname{arccosh}(1/b)/\sqrt{1-b^2}$. Since $(1-b^2)B=-\sqrt{b^2-1}\,\arccos(1/b)$, differentiation gives

$$\frac{d}{db}\left[b^2(1-b^2)B\right]=-b-b(3b^2-2)B ,$$

and, with the derivative $3\pi b^2/2-2b$ of the other terms,

$$K(b)=\frac\pi4+3b-\frac{3\pi b^2}{2}+b(3b^2-2)B .$$

Now set $n=n^*$. The factor $2/(b^2K)$ multiplies $2r_s^2C_0=b^2C_0/2$, so

$$\boxed{\,\sigma_{\min}=\frac{e^2}{h}\,\frac{C_0(r_s,a)}{K(2r_s)}\,}$$

More impurities induce more carriers but also scatter them more. These effects cancel except through $a$, which by the density equation depends on $r_s$ and $n_{\rm imp}d^2$. The minimum is therefore not a universal multiple of $e^2/h$: it changes with the amount and distance of the charge. Its dependence on the dielectric surroundings can be weak, since stronger coupling raises both the puddle density and the scattering. For the impurity density, distance and band velocity of the example below, changing $\kappa$ from 1 to 25 alters the boxed $\sigma_{\min}$ by less than a tenth. The cancellation is not general: the spread is about a fifth if $d$ is kept in the scattering rate, and in the boxed formula it is about a fifth at $10^{11}$ cm$^{-2}$ and more than two fifths at $5\times10^{12}$ cm$^{-2}$.

Two limits show how. For small $a$, $E_1(a)\to\ln(1/a)-\gamma$, with $\gamma$ Euler's constant, and

$$C_0\to\frac{\ln(1/a)-\gamma}{(1+\pi r_s/2)^2}+\ln\frac{1+b}{b}-\frac1{1+b}.$$

Cleaner sheets thus have a larger minimum, but the growth is logarithmic. It comes from the short-wave potential, which the puddle carriers do not screen metallically and which is cut off by $d$. The formula ceases to apply when the mean free path reaches the sample size.

In the opposite limit, $a\gg1$ and $ab\gg1$, small $x$ dominates and $C_0\to1/(a^2b^2)$. The density equation becomes $n^*=n_{\rm imp}/(32\pi d^2n^*)$, or

$$n^*=\frac1d\sqrt{\frac{n_{\rm imp}}{32\pi}} .$$

The coupling has dropped out because the long waves are fully screened. Here $d$ must be kept in transport as well: $K(b,a)\to\int_0^\infty s^2e^{-as}ds/b^2=2/(a^3b^2)$, and $\sigma_{\min}\to(e^2/h)\,a/2$. With $d$ retained, the minimum conductivity therefore first falls and eventually rises as $a$ increases. For the coupling of the example below the turn comes near $a\approx3$, or $n_{\rm imp}d^2\approx5$. This needs about $5\times10^{14}$ cm$^{-2}$ at $d=1$ nm, far above the densities used here, or $d\approx30$ nm at $5\times10^{11}$ cm$^{-2}$. The limit is approached slowly: at the turn $n^*$ is still only about three quarters of its asymptotic value.

For an example, take rough typical values for graphene on silica at low temperature: $\kappa=2.45$ (the mean of 1 for vacuum and 3.9 for silica), $v=1.1\times10^6$ m/s, $d=1$ nm and $n_{\rm imp}=5\times10^{11}$ cm$^{-2}$. Then $\hbar v=0.724$ eV nm, $r_s=0.812$ and $b=1.62$. The density equation has its root at $a=0.294$, where $C_0=0.261$, and

$$\frac{n^*}{n_{\rm imp}}=2(0.812)^2(0.261)=0.344,\qquad n^*=1.72\times10^{11}\ {\rm cm}^{-2}.$$

The root is consistent: $k_F=\sqrt{\pi n^*}=0.0735$ nm$^{-1}$, and $4k_Fd$ returns $0.294$. The rms potential is $\hbar vk_F=53$ meV. As a test of the variance formula, 200 charges of both signs in equal number were placed at random in a periodic square of side 200 nm, with the same screening function. Sixty such arrangements gave an rms potential of 53.0 meV, against 53.2 meV from the formula.

For transport, $K(b)=0.0379$. The conductivity is then $20\,(e^2/h)\,n/n_{\rm imp}$, which corresponds to a mobility of about 9700 cm$^2$/Vs, and

$$\sigma_{\min}=20.0\times0.344\,\frac{e^2}{h}=6.9\,\frac{e^2}{h}=0.27\ {\rm mS}.$$

With $d$, $\kappa$ and $v$ held fixed, raising $n_{\rm imp}$ from $10^{11}$ to $5\times10^{12}$ cm$^{-2}$ lowers $\sigma_{\min}$ from 9.7 to $3.7\,e^2/h$. At fixed carrier density the mobility falls by a factor of 50 over this range, the minimum conductivity by only 2.6, or by 1.9 if $d$ is kept in the scattering rate. This is the sense in which the model gives several $e^2/h$ without giving a universal number.

Some approximations matter little here. The full polarizability lowers $\sigma_{\min}$ from 6.9 to $6.7\,e^2/h$. Keeping $d$ in the scattering rate raises it to $8.3\,e^2/h$, about a fifth above the in-plane value, because the distance weakens the scattering, most strongly at large angles.

The closures are another matter. At the self-consistent density, 68 percent of the variance comes from $q>2k_F$, waves too short for the uniform-sheet relation between density and potential to hold locally. If they are dropped and the density equation is solved again, $n^*$ falls to $0.59\times10^{11}$ cm$^{-2}$ and $\sigma_{\min}$ to $2.3\,e^2/h$. Nor does a change of impurity density within the range above cure this. The screening length is $1/q_{TF}=4.2$ nm in the example, and $k_F/q_{TF}=1/(4r_s)=0.31$ at any density. The distance $d$ does not smooth the potential enough either, since $a=4k_Fd$ is still only 0.68 at $5\times10^{12}$ cm$^{-2}$. The potential thus varies on a scale shorter than $1/k_F$, and a point-by-point relation between density and potential has no small parameter to support it. Only for $a\gg1$, where the factor $e^{-2qd}$ removes the waves near $2k_F$, does $1/a$ provide one.

Using $\sigma(n^*)$ for a patchwork can be questioned separately. Suppose that the local conductivity is $\sigma_{\min}w$, with $w=V^2/\langle V^2\rangle$. A disc of conductivity $\sigma_l$ in a medium $\sigma_e$ acquires a dipole proportional to $(\sigma_l-\sigma_e)/(\sigma_l+\sigma_e)$. Effective-medium theory chooses $\sigma_e=y\sigma_{\min}$ so that the mean dipole vanishes, which gives $2y\langle1/(w+y)\rangle=1$. For Gaussian $V$, $w=z^2$ with $z$ a standard normal variable. Using $1/(w+y)=\int_0^\infty e^{-t(w+y)}dt$ and $\langle e^{-tz^2}\rangle=(1+2t)^{-1/2}$, then $p=\sqrt{1+2t}$,

$$\left\langle\frac1{w+y}\right\rangle=\int_1^\infty\!e^{-y(p^2-1)/2}dp=\sqrt{\frac{\pi}{2y}}\;e^{y/2}\operatorname{erfc}\sqrt{\frac y2}.$$

The condition $\sqrt{2\pi y}\,e^{y/2}\operatorname{erfc}\sqrt{y/2}=1$ has the root $y=0.37$, and the conductivity becomes $2.6\,e^2/h$.

The potential is not Gaussian, however. If $\varphi(\mathbf r)$ is the screened potential of one charge, independent charges of both signs give

$$\frac{\langle V^4\rangle}{\langle V^2\rangle^2}=3+\frac{\int\varphi^4d^2r}{n_{\rm imp}\left(\int\varphi^2d^2r\right)^2},$$

and the last term is large when few charges lie within the range of $\varphi$. The simulated ratio is 8.2 rather than 3: most of the area has a weak potential, with strong peaks near charges. For these equal numbers of both signs the effective-medium factor is 0.14 and the conductivity $0.9\,e^2/h$. Charges of one sign, with the mean removed by the gate, have the same variance and fourth-moment ratio but a skewed distribution, and give about 0.29 and $2.0\,e^2/h$.

These lower figures are not better predictions. Since $\sigma=(2e^2/h)k_F\ell$, the mean free path at $n^*$ is $\ell=3.44/k_F=47$ nm, much longer than the screening length, so a local conductivity is not defined on the scale on which $V$ varies. A result of $0.9\,e^2/h$ would also mean $k_F\ell<1$, where the Boltzmann law itself fails. The figures show how strongly the answer depends on the closure, so that $6.9\,e^2/h$ is a model estimate, not a controlled value.

Temperature adds carriers. At local potential $V$, with $\eta=V/k_BT$ and $F(\eta)=\int_0^\infty x\,dx/(e^{x-\eta}+1)$, the electron and hole densities add up to $(2/\pi)(k_BT/\hbar v)^2[F(\eta)+F(-\eta)]$. Since $F'(\eta)=\ln(1+e^\eta)$, the bracket has derivative $\eta$. Its value at $\eta=0$ is $\pi^2/6$, so it equals $\eta^2/2+\pi^2/6$. The sum is therefore

$$n_e+n_h=\frac{V^2}{\pi\hbar^2v^2}+\frac\pi3\left(\frac{k_BT}{\hbar v}\right)^2 .$$

At fixed potential the thermal part is simply added. It is $2.4\times10^7$ cm$^{-2}$ at 4 K, which is negligible, but $1.3\times10^{11}$ cm$^{-2}$ at 300 K, more than three quarters of $n^*$. The low-temperature formula should not be used for this sheet at room temperature.

Real graphene on silica often has mobilities of roughly $10^4$ cm$^2$/Vs and minimum conductivities of a few $e^2/h$. The example's mobility matches this only with the charges taken in the plane for transport. With $d=1$ nm kept, the same charges give about 15000 cm$^2$/Vs at $n=10^{12}$ cm$^{-2}$ and 21000 cm$^2$/Vs at $3\times10^{12}$ cm$^{-2}$, so that the conductivity rises faster than linearly. The charge density and its distance are seldom known independently, and agreement in order of magnitude does not confirm the closures. Real charges may also be correlated in position or spread over a range of distances, contrary to the model. The example does not size correlations. Linear screening is a further limit: in the example the screened potential energy of a single charge, at the nearest point of the sheet, is about 0.24 eV, more than four times the Fermi energy at $n^*$, so the response there need not be linear. Phonon scattering, the resistance of boundaries between electron and hole regions, and scattering beyond the Born approximation are also left out. The numerical output below lists the values for each impurity density and each approximation.

## Computed results

```
dielectric constant kappa = 2.45
band velocity = 1.10e+06 m/s
hbar v = 0.7240 eV nm
impurity distance d = 1.0 nm
impurity density = 5.00e+11 cm^-2
coupling rs = 0.8118; b = 1.6235
Pi/D at q/kF=1.0: band sum 1.0000, formula 1.0000
Pi/D at q/kF=2.4: band sum 1.0750, formula 1.0750
Pi/D at q/kF=4.0: band sum 1.6142, formula 1.6142
self-consistent a = 0.2938
C0 = 0.2607; K(b) = 0.03793
n*/n_imp = 0.3435
puddle density n* = 1.718e+11 cm^-2
rms potential = E_F(n*) = 53.19 meV
simulated rms potential = 53.03 meV
kF at n* = 0.0735 nm^-1
screening length 1/qTF = 4.19 nm
sigma/(n/n_imp), d=0 in transport = 20.00 e^2/h
mobility, d=0 in transport = 9674 cm^2/Vs
sigma_min = 6.872 e^2/h
sigma_min = 0.2662 mS
Scan: n_imp cm^-2 | n* cm^-2 | sigma_min | same, d kept (e^2/h)
  1e+11 | 4.830e+10 | 9.661 | 10.672
  2e+11 | 8.409e+10 | 8.411 | 9.589
  5e+11 | 1.718e+11 | 6.872 | 8.283
  1e+12 | 2.902e+11 | 5.806 | 7.396
  2e+12 | 4.834e+11 | 4.835 | 6.600
  5e+12 | 9.267e+11 | 3.707 | 5.688
Size of approximations in the example:
sigma_min with d kept in transport = 8.283 e^2/h
full screening: n* = 1.665e+11 cm^-2
full screening: sigma_min = 6.663 e^2/h
variance share from q>2kF = 68.3 percent
q<2kF only: n* = 5.863e+10 cm^-2
q<2kF only: sigma_min = 2.346 e^2/h
simulated <V^4>/<V^2>^2 = 8.23 (Gaussian: 3)
effective-medium factor y, Gaussian = 0.3745
effective-medium factor y, simulated = 0.1351
effective medium, Gaussian: 2.574 e^2/h
effective medium, simulated: 0.928 e^2/h
kF times mean free path at n* = 3.44
mean free path at n* = 46.8 nm
thermal carriers at 4 K = 2.37e+07 cm^-2
thermal carriers at 300 K = 1.34e+11 cm^-2
```
